\section*{Counting diffusive particle-hole modes for spin and two silicon valleys}

\section*{Problem}

Electrons in a two-dimensional layer carry $N$ flavours: $N=2$ for spin and one valley, $N=4$ for spin and two degenerate valleys, as in a (100) silicon inversion layer. Impurities scatter isotropically with elastic time $\tau$ and, to begin with, act on neither spin nor valley. The Fermi velocity is $v$, the density of states per flavour is $\nu$, and $k_F v\tau\gg1$.

\begin{enumerate}
\item[(a)] How many particle-hole modes decay slowly at small wave number $q$, and at what rate?
\item[(b)] A flavour-symmetric interaction is added. Into how many groups of equal rate can the modes split, and how large are the groups?
\item[(c)] Find the rates in Hartree--Fock mean field.
\item[(d)] Which modes survive valley splitting and intervalley scattering?
\item[(e)] How many are left in a silicon layer near 1 K?
\end{enumerate}

Particle-particle modes (cooperons) are not counted.

\section*{Hints}

\begin{enumerate}
\item[(a)] Follow the flavours of the retarded and the advanced line through one impurity rung, then sum a geometric series.
\item[(b)] Find every linear map of $N\times N$ matrices that commutes with all flavour rotations. Begin with diagonal phase rotations.
\item[(c)] Differentiate the energy with respect to the density matrix. The current must vanish in equilibrium.
\item[(d)] Write the loss and gain terms of scattering as a double commutator.
\item[(e)] Compare each decay rate with $kT/\hbar$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The ladders}

Set $\hbar=1$ in this part. Impurities of density $n_i$ and strength $u$ give $1/\tau=2\pi\nu n_iu^2$, so $n_iu^2=1/(2\pi\nu\tau)$. With $\xi$ the energy from the Fermi level, one rung is
\begin{equation}
P=\frac{1}{2\pi\tau}\Big\langle\int d\xi\,
\frac{1}{a-\xi}\;\frac{1}{-\xi-i/2\tau}\Big\rangle_\theta ,\qquad
a=\omega-vq\cos\theta+\frac{i}{2\tau}.
\end{equation}
Close the contour in the lower half plane, around $\xi=-i/2\tau$. The residue is $-1/(a+i/2\tau)$ and the clockwise contour gives $-2\pi i$, so the integral is
\begin{equation}
\frac{2\pi i}{\omega-vq\cos\theta+i/\tau}=\frac{2\pi}{1/\tau-i\omega+ivq\cos\theta}.
\end{equation}
Put $A=1-i\omega\tau$ and $B=vq\tau$. Averaging over $\theta$ and $\theta+\pi$ removes the odd part; then $t=\tan\theta$ gives
\begin{equation}
P=\Big\langle\frac{A}{A^2+B^2\cos^2\theta}\Big\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{A\,dt}{A^2+B^2+A^2t^2}
=\frac{1}{\sqrt{A^2+B^2}} .
\end{equation}
This holds for real $A>0$ and continues analytically to $\mathrm{Re}\,A>0$. The sum of rungs is $1/(1-P)$, with a pole at $P=1$. For decay as $e^{-st}$, $\omega=-is$ and $A=1-s\tau$, hence
\begin{equation}
s\tau=1-\sqrt{1-(vq\tau)^2}\simeq\tfrac12(vq\tau)^2,\qquad
s\simeq Dq^2,\quad D=\tfrac12v^2\tau. \label{pole}
\end{equation}

A scalar impurity changes neither the flavour $a$ of the retarded line nor the flavour $b$ of the advanced line. Each pair $(a,b)$ therefore has its own ladder with the same pole, and there are $N^2$ modes: 4 for one valley and 16 for two. Their amplitudes form an $N\times N$ matrix $X_{ab}$.

\subsection*{(b) One singlet and one multiplet}

Symmetry under flavour rotations $X\to UXU^\dagger$ requires the linear map $\mathcal M$ that governs the decay to satisfy $\mathcal M(UXU^\dagger)=U\mathcal M(X)U^\dagger$. Let $E_{ab}$ have a single entry 1 at row $a$, column $b$.

\emph{Phases.} Under $U=\mathrm{diag}(e^{i\varphi_a})$, $E_{ab}$ acquires $e^{i(\varphi_a-\varphi_b)}$. For $a\ne b$ no other matrix unit has this phase for all $\varphi$, so $\mathcal M(E_{ab})=c_{ab}E_{ab}$. The image of $E_{aa}$ is diagonal.

\emph{Permutations.} These make all $c_{ab}$ equal to one number $c$, and give $\mathcal M(E_{aa})=\alpha E_{aa}+\beta\sum_{b\ne a}E_{bb}$.

\emph{A $45^\circ$ rotation.} It turns $E_{11}-E_{22}$, which has eigenvalue $\alpha-\beta$, into $E_{12}+E_{21}$, which has eigenvalue $c$ (up to an overall sign of the matrix). Thus $\alpha=\beta+c$, and
\begin{equation}
\mathcal M(X)=cX+\beta\,(\mathrm{Tr}X)\,\mathbf 1 .
\end{equation}
The $N^2-1$ traceless matrices share the eigenvalue $c$; the unit matrix has $c+N\beta$. The split is $4=1+3$ for one valley and $16=1+15$ for two. One valley thus has one triplet with three components, not three triplets.

In each factor, spin or valley, a $2\times2$ matrix contains a singlet (0) and a triplet (1). The product contains $(S,V)=(0,0),(1,0),(0,1),(1,1)$ with $1,3,3,9$ components, and the last three groups make up the fifteen. Separate spin and valley rotations would allow four different rates; rotations that mix spin with valley force the last three to coincide. At a fixed contribution per component, a quantity to which all multiplet components contribute equally has that part multiplied by $15/3=5$ when the second valley is added.

\subsection*{(c) Rates in mean field}

Let $\rho_{ab}$ be the flavour density matrix per area, $V$ the direct interaction and $J$ the exchange interaction averaged over the Fermi circle. With intervalley Coulomb vertices neglected, the energy per area is
\begin{equation}
E=\tfrac12V(\mathrm{Tr}\rho)^2-\tfrac12J\,\mathrm{Tr}\rho^2,\qquad
\delta h_{ab}=\frac{\partial E}{\partial\rho_{ba}}\Big|_{\delta\rho}
=V\,\mathrm{Tr}(\delta\rho)\,\delta_{ab}-J\,\delta\rho_{ab}.
\end{equation}
So $\delta h=f\,\delta\rho$, with $f=-J$ for traceless $\delta\rho$ and $f=NV-J$ for $\delta\rho\propto\mathbf 1$. The unperturbed $\rho$ is proportional to $\mathbf 1$, so $\delta h$ causes no flavour precession at linear order. It acts as a potential, whose static response is $\delta\rho=-\nu\,\delta h$. The current must vanish then, which fixes
\begin{equation}
\mathbf j=-D\nabla(\delta\rho+\nu\,\delta h),\qquad
\partial_t\delta\rho=-\nabla\!\cdot\mathbf j=D\nabla^2(1+\nu f)\,\delta\rho .
\end{equation}
The rates are
\begin{equation}
s_{\rm mult}=Dq^2(1-\nu J),\qquad s_{\rm sing}=Dq^2(1+N\nu V-\nu J).
\end{equation}
At $\nu J\to1$ the multiplet ceases to decay, and this mean-field state becomes unstable to flavour polarization.

These rates require $s\tau\ll1$. A strong direct term can violate this while $vq\tau$ is still small. The current then needs its own relaxation time, $\tau\partial_t\mathbf j+\mathbf j=-D\nabla(\delta\rho+\nu\delta h)$. For decay as $e^{-st}$ the left side is $(1-s\tau)\mathbf j$, so
\begin{equation}
s(1-s\tau)=Dq^2(1+\nu f). \label{tele}
\end{equation}
For $1+\nu f\gg1$ the roots are complex, and the density oscillates, when $4\tau Dq^2(1+\nu f)>1$. For weaker interactions this threshold would lie at $vq\tau$ of order 1, where (\ref{tele}) no longer holds.

\subsection*{(d) Which modes survive}

Let $H$ be a flavour Hamiltonian and let Hermitian vertices $M$ act with rates $w$. At $q=0$, second-order scattering gives a loss $\frac12w(M^2X+XM^2)$, half from each line, and a gain $wMXM$ from the impurity line joining them. The difference is a double commutator, so $\partial_tX=-LX$ with
\begin{equation}
LX=\frac i\hbar[H,X]+\frac12\sum w\,[M,[M,X]] .
\end{equation}
Since $\mathrm{Tr}X^\dagger[H,X]$ is real, the first term contributes only an imaginary part to $\mathrm{Tr}X^\dagger LX$. Moving one commutator onto $X^\dagger$ in the second gives
\begin{equation}
\mathrm{Re}\,\mathrm{Tr}X^\dagger LX=\tfrac12\sum w\,\mathrm{Tr}\,[M,X]^\dagger[M,X]\ge0 .
\end{equation}
If $LX=0$, every $[M,X]$ vanishes, and then so does $[H,X]$. The massless modes are thus the matrices that commute with $H$ and with every $M$.

In silicon the two valleys lie at $\pm k_0$ along the layer normal. An impurity at height $z$ couples them with phase $\varphi=2k_0z$, through $n=\cos\varphi\,\tau_x+\sin\varphi\,\tau_y$. Take $\varphi$ random and the hopping rate $g=1/\tau_v$. Terms linear in $n$, from interference with the scalar part, average to zero. Because $n^2=1$, the loss is $gX$. The gain is $g\langle nXn\rangle$, with
\begin{equation}
\langle n\mathbf 1n\rangle=\mathbf 1,\quad
\langle n\tau_xn\rangle=\tfrac12(\tau_x+\tau_y\tau_x\tau_y)=0,\quad
\langle n\tau_yn\rangle=0,\quad \langle n\tau_zn\rangle=-\tau_z .
\end{equation}
The decay rates of $\mathbf 1,\tau_x,\tau_y,\tau_z$ are $0,g,g,2g$. Each occurs with four spin matrices, so 4 of the 16 modes stay massless: the one-valley count returns.

Valley splitting comes from coupling of $+k_0$ to $-k_0$ at the interface; take $H=\frac12\hbar\Delta\,\tau_x$. From $[\tau_x,\tau_y]=2i\tau_z$ and $[\tau_x,\tau_z]=-2i\tau_y$, $L$ acts on the coefficients of $(\tau_y,\tau_z)$ as
\begin{equation}
\begin{pmatrix}g&\Delta\\-\Delta&2g\end{pmatrix},\qquad
\text{eigenvalues}\ \ \tfrac32g\pm\sqrt{\tfrac14g^2-\Delta^2}.
\end{equation}
A continuous count is $K(t)=\mathrm{Tr}\,e^{-Lt}$, which equals 16 at $t=0$. With the spin factor 4,
\begin{equation}
K=4\big[1+e^{-gt}+2e^{-3gt/2}\cos\Omega t\big],\qquad \Omega^2=\Delta^2-\tfrac14g^2. \label{K}
\end{equation}
I read it at $t=\hbar/kT$. This choice makes $K$ a rough yardstick of surviving modes. Once a precession phase such as $\Omega t$ reaches roughly $\pi/2$, the cosine can pull $K$ below the number of massless modes, and $K$ is then no longer a literal count. Nor is it a conductivity correction.

\subsection*{(e) A silicon layer}

Take density $n=3\times10^{11}\,\mathrm{cm^{-2}}$, mobility $15000\,\mathrm{cm^2/Vs}$, in-plane mass $0.19\,m_e$, valley splitting $0.05$ meV and $\tau_v=30$ ps. Then $\tau=m\mu/e=1.62$ ps, $k_F=\sqrt{4\pi n/N}=0.0971\,\mathrm{nm^{-1}}$ and $v=59.15$ nm/ps, so
\begin{equation}
D=\tfrac12(59.15)^2(1.62)\ \mathrm{nm^2/ps}\simeq28\ \mathrm{cm^2/s}.
\end{equation}
Sixteen diffusive modes require $kT$ well above the valley splitting (0.58 K) and $\hbar/\tau_v$ (0.255 K), but well below $\hbar/\tau$ (4.7 K). The upper bound is tighter than it looks. At the thermal wave number $q=\sqrt{kT/\hbar D}$ one has $(vq\tau)^2=2kT\tau/\hbar$, so by (\ref{pole}) the rate exceeds $Dq^2$ by 14\% at 1 K and by 44\% at 2 K, and at this $q$ the pole ends at $kT=\hbar/2\tau$ (2.4 K). The window is very narrow, and at 2 K the modes are barely diffusive.

At 1 K, $t=7.64$ ps, $gt=0.255$ and $\Omega t=0.566$, so
\begin{equation}
K=4\,[1+0.775+2(0.682)(0.844)]=11.7 .
\end{equation}
With $\tau$, $\tau_v$ and splitting held fixed, $K$ is 13.9 at 2 K, 5.0 at 0.3 K and 4.5 at 0.1 K. Cooling takes the layer from nearly two-valley to nearly one-valley counting, though not steadily: the cosine in (\ref{K}) carries $K$ through a shallow minimum of 3.99 near 0.19 K, after which it rises to a maximum of 4.5 near 0.11 K and finally tends to 4.

For the interaction use $V=e^2/(2\epsilon_0\bar\epsilon q)$, where $\bar\epsilon=7.8$ is the mean of silicon and oxide and the gate is taken to be far away. Then $N\nu V=q_s/q$ with $q_s=1.84\,\mathrm{nm^{-1}}$. Averaging the screened interaction $e^2/[2\epsilon_0\bar\epsilon(k+q_s)]$ over transfers $k=2k_F\sin(\theta/2)$ gives $\nu J=0.23$, close to the limit $1/N=0.25$ for $q_s\gg2k_F$. The layer is taken as infinitely thin here and below; its real thickness of a few nanometres lowers $\nu J$ by about 0.01 and the singlet factor at the thermal wave number by about 3\%. The multiplet diffusion constant becomes $28.35(1-0.2345)\simeq22\,\mathrm{cm^2/s}$. Since $r_s=4.7$, this lowest-order exchange estimate is only indicative.

At the thermal wave number $q=\sqrt{kT/\hbar D}=0.0068\,\mathrm{nm^{-1}}$ for 1 K, the singlet factor $1+N\nu V-\nu J$ is 272, and $\tau Dq^2$ times this factor is 58. By (\ref{tele}) the charge oscillates instead of diffusing, with $|1-s\tau|\approx7.6$. Here $vq\tau\approx0.65$ is not small, but the second angular harmonic, which (\ref{tele}) neglects, is smaller than the current harmonic by a factor of about $vq\tau/(2|1-s\tau|)\approx0.04$, so (\ref{tele}) still applies. Without a nearby gate, overdamped charge relaxation needs $q<3\times10^{-5}\,\mathrm{nm^{-1}}$, a length $1/q$ above about 30 $\mu$m. In a real transistor the gate screens the direct term at long wavelengths. A metal gate behind 100 nm of oxide lowers the singlet factor above from 272 to about 230, so the charge still oscillates there, and overdamped relaxation already begins at lengths $1/q$ above about 3.5 $\mu$m. The count $1+15$ therefore refers to the ladders before the long-range direct term is added; the fifteen do not feel that term.

The inputs are rough values for a high-mobility laboratory transistor at low temperature; the mobility is far above that of a room-temperature logic device. On cooling, the assumption that fails first is valley degeneracy: splitting and intervalley scattering together lower 16 to 11.7 at 1 K, and both vary between samples. Exchange is left out of $K$: in mean field it slows valley relaxation by the factor $1-\nu J$, which at fixed precession frequency would raise 11.7 to about 12.3. The following effects, also neglected in the count, are small at 1 K. Thermal smearing is $kT/E_F=0.05$, and corrections to the ladder are governed by $1/k_Fl\approx0.1$, with $l=v\tau$. For an assumed depletion charge of $10^{11}\,\mathrm{cm^{-2}}$, a triangular-well estimate puts the fourfold valleys and the next subband about 14 and 15 meV up. A self-consistent Hartree well lowers both to about 10 meV (8 to 9 meV with the image potential, about 6 meV for a depletion charge of $3\times10^{10}\,\mathrm{cm^{-2}}$, exchange and correlation neglected), still above $E_F=1.9$ meV. Intervalley Coulomb coupling, estimated with full Bloch overlap, is $0.01$ in units where $\nu J=0.23$. Spin relaxation for a rough Rashba constant of $5\times10^{-6}$ eV nm takes about 300 ns for the spin component normal to the layer and twice as long for the in-plane components, far longer than $t$. Further values are in the numerical output.

\section*{Variation 1: an in-plane magnetic field}

\emph{Add a Zeeman splitting $\hbar Z$. How many modes stay massless without intervalley scattering?}

With $H$ alone, the element of $X$ between levels $i$ and $j$ has rate $i(\epsilon_i-\epsilon_j)/\hbar$. Levels of degeneracy $g_i$ leave $\sum g_i^2$ massless modes. Zeeman or valley splitting alone gives $2^2+2^2=8$. Both together give four levels $\frac\hbar2(\pm Z\pm\Delta)$ and 4 modes, unless $Z=\Delta$: then two levels meet at zero and $1+4+1=6$ survive. For the example this occurs at $0.580/1.343\simeq0.43$ T, if the valley splitting does not depend on field.

The spin and valley parts of $L$ commute, so the factor 4 in (\ref{K}) becomes $2+2\cos Zt$. At 2 K and 1 T, $Zt=1.343/2=0.67$, the factor is 3.57, and $K$ falls from 13.9 to 12.4. On cooling at 1 T to 0.43 K, $Zt$ reaches $\pi$ and $K$ vanishes, although with random-phase intervalley scattering two modes are still massless: the precessing modes cancel them in the trace.

\section*{Variation 2: intervalley scattering with one fixed phase}

\emph{Let every impurity have $M=u_0+u_1\tau_x$ with the same real $u_0,u_1$ and $u_1\ne0$. What survives?}

The valley matrices that commute with $M$ are $\mathbf 1$ and $\tau_x$. With four spin matrices each, 8 modes are massless, against 4 for random phase. For the others, $\frac12w[M,[M,\tau_z]]=\frac12wu_1^2\cdot4\tau_z$, and likewise for $\tau_y$, so they decay at $2wu_1^2$.

The states $\tau_x=\pm1$ are now separately conserved and scatter at rates $w(u_0\pm u_1)^2$. At finite $q$ the eight modes form two sets of four, with $D_\pm=v^2/[2w(u_0\pm u_1)^2]$, provided $u_0\ne\pm u_1$. If $u_0=\pm u_1$, one of the two states is not scattered at all and its modes are ballistic, not diffusive. A valley splitting along $\tau_x$ leaves all eight massless; one along $\tau_y$ removes $\tau_x$ and leaves four.

\section*{Table of computed values}
\begin{verbatim}
modes, spin and one valley: 4 = 1 + 3
modes, spin and two valleys: 16 = 1 + 15
content (S,V) = (0,0),(1,0),(0,1),(1,1): [1, 3, 3, 9]
invariant maps SU(2), SU(4), spin x valley: 2 2 4
massless modes, no symmetry breaking: 16
massless modes, Zeeman splitting only: 8
massless modes, valley splitting only: 8
massless modes, both, unequal: 4
massless modes, both, equal: 6
massless modes, intervalley, random phase: 4
massless modes, intervalley, fixed phase: 8
inputs: density 3.0e+11 cm^-2, mobility 15000 cm2/Vs
inputs: in-plane mass 0.19 m_e, normal mass 0.916 m_e
inputs: valley splitting 0.05 meV, tau_v 30.0 ps, field 1.0 T
inputs: permittivity Si 11.7, oxide 3.9, depletion 1e+11 cm^-2
inputs: lattice 0.543 nm, valley at 0.85 x 2pi/a
inputs: Rashba constant 5e-06 eV nm
elastic time tau: 1.620 ps
Fermi wave number: 0.0971 nm^-1
Fermi energy: 1.890 meV = 21.9 K
Fermi velocity: 59.15 nm/ps
k_F l: 9.31
diffusion constant D: 28.35 cm2/s
upper temperature hbar/(k tau): 4.71 K
valley splitting / k: 0.580 K
hbar/(k tau_v): 0.255 K
Zeeman energy / k at 1.0 T: 1.343 K
K at 2.0 K, 0 T: t = 3.82 ps, K = 13.87
K at 1.0 K, 0 T: t = 7.64 ps, K = 11.71
K at 0.3 K, 0 T: t = 25.46 ps, K = 5.02
K at 0.1 K, 0 T: t = 76.38 ps, K = 4.46
K at 2.0 K, 1 T: t = 3.82 ps, K = 12.36
density of states per flavour nu: 0.3968 eV^-1 nm^-2
screening wave number: 1.841 nm^-1
nu J, lowest-order screened exchange: 0.2345
multiplet diffusion constant D(1-nu J): 21.70 cm2/s
thermal wave number at 1 K: 0.00680 nm^-1
singlet factor 1+N nu V-nu J there: 271.7
singlet D q^2 factor tau there: 57.6
charge overdamped only below q: 2.96e-05 nm^-1
r_s (two valleys): 4.74
kT/E_F at 1 K: 0.0456; kT tau/hbar at 1 K: 0.212
next subband above lowest: 14.9 meV
fourfold valleys above lowest: 13.8 meV
nu x intervalley Coulomb, upper estimate: 0.0096
fastest Rashba spin relaxation time: 284 ns
\end{verbatim}
